Resistance of a narrow line with two rounded bottom corners

**The problem**

A straight metal line has a rectangular cross-section, w = 12 nm wide and h = 24 nm high. In a second line the two bottom corners are rounded: each is replaced by a quarter circle of radius r = 4 nm that meets the bottom and the side wall tangentially. The top corners stay sharp. Outer width, outer height, length L and resistivity ρ are the same in both lines.

(a) By what percentage does the resistance rise, relative to the sharp-cornered line?

(b) What are the two resistances for ρ = 100 nΩ m and L = 1 µm?

(c) How far can the answer to (a) be trusted if the resistivity is allowed to respond to the new shape?

Take the metal to be homogeneous and ohmic, the cross-section to be the same all along the line, and the surroundings to be insulating. Each end of the line is covered by a contact at one potential.

**Hints**

Hint 1. Before using R = ρL/A, ask whether the current density is uniform over a section with curved corners. Try a potential that depends only on the coordinate z along the line, and see whether it meets every condition at the walls and ends.

Hint 2. Draw a square of side r in one bottom corner. The centre of the arc is the corner of this square that lies inside the metal. Which part of the square remains metal?

Hint 3. The percentage asked for compares resistances, and resistance goes as the inverse of area. The percentage of area lost is a slightly different number.

Hint 4. For (c), assume that electrons that strike a wall lose the drift they have gained from the field. Think about how far an electron arriving at a given point can have travelled since it last left a wall.

**Solution to (a): where the current flows**

Let the line run from z = 0, at potential V₀, to z = L, at potential zero. In a steady current the charge density does not change, so the divergence of the current density J vanishes. With J = E/ρ, E = −∇V and constant ρ, this gives Laplace's equation, ∇²V = 0. No current crosses the side walls, so the derivative of V along the wall normal is zero there.

Try

V(z) = V₀(1 − z/L).

Its second derivatives vanish, so Laplace's equation holds. It has the right values at both ends. Its gradient points along z, while the normal of every side wall, flat or curved, is perpendicular to z; the wall condition therefore holds too.

There is no other solution. Let u be the difference of two solutions. Then ∇²u = 0, u = 0 at the ends, and the normal derivative ∂u/∂n is zero at the side walls. Since ∇·(u∇u) = |∇u|² + u∇²u, the divergence theorem gives

∫ |∇u|² dV = ∮ u (∂u/∂n) dS = 0,

where dV is here the volume element. The surface integral vanishes because one of its two factors is zero on each part of the surface. Hence ∇u = 0 everywhere, and u, being zero at the ends, is zero throughout.

The current density is thus the same at every point:

J = E/ρ = V₀/(ρL).

The total current is I = JA = V₀A/(ρL), and so

R = V₀/I = ρL/A.

The curved walls do not crowd the current, because it flows parallel to them. This would change if the rounding varied along the line over distances comparable with the line width: the walls would then be inclined to z, and the trial potential would violate the wall condition.

**Solution to (a): the area lost**

Put the origin at the lower left corner of the rectangle, with x across the line and y upwards. The left arc has its centre at (r, r), so its points obey (x − r)² + (y − r)² = r². The part of the circle nearest the corner is

x = r − √(r² − (r − y)²), for 0 ≤ y ≤ r.

The metal missing at height y lies between x = 0 and this curve. The area missing at one corner is therefore

a = ∫₀^r [r − √(r² − (r − y)²)] dy.

Substitute u = r − y. Then dy = −du, and the limits 0 and r become r and 0; reversing them removes the minus sign:

a = r² − ∫₀^r √(r² − u²) du.

Now put u = r sin t, so that du = r cos t dt and the root becomes r cos t:

∫₀^r √(r² − u²) du = r² ∫₀^(π/2) cos²t dt = πr²/4.

This is the quarter disc that remains metal, and

a = (1 − π/4) r².

Two corners remove

c = 2a = (2 − π/2) r².

The rounded section has area A_round = wh − c. The arcs must fit, which requires r ≤ w/2 and r ≤ h. Both hold here, since 4 nm is less than 6 nm and less than 24 nm.

**Solution to (a): the resistance ratio**

Since ρ and L are the same in both lines, they cancel:

R_round/R_sharp = A_sharp/A_round = wh/(wh − c).

Subtracting one gives the relative increase,

ΔR/R_sharp = [wh − (wh − c)]/(wh − c) = c/(wh − c).

With the given numbers,

a = 0.2146 × 16 nm² = 3.434 nm²,

c = 6.867 nm²,

A_sharp = 12 × 24 nm² = 288 nm²,

A_round = 288 − 6.867 = 281.133 nm²,

ΔR/R_sharp = 6.867/281.133 = 0.02443.

**The resistance rises by 2.44 percent.**

The fraction of area lost is f = c/(wh) = 6.867/288 = 2.38 percent. The two percentages are related by

ΔR/R_sharp = f/(1 − f) = f + f² + f³ + …

They agree to first order in f. The term f² adds about 0.06 percentage points here.

A separate calculation divided a piece of each line, 1 nm long, into cubic cells of side 0.25 nm and solved Kirchhoff's law for the cell potentials, without assuming a uniform field. It gave an increase of 2.355 percent. The difference from 2.443 percent comes from the staircase that replaces each arc. Keeping the cells whose centres lie inside the arc removes 53 cells per corner, or 53/16 = 3.31 nm² instead of 3.43 nm². In all, 106 of the 4608 cells in the section are missing, and 4608/4502 = 1.02355, which is the network's ratio.

**Reading the result**

For small r the increase grows as r², because the lost area does. It is 0.149 percent at r = 1 nm and 0.600 percent at 2 nm, close to a factor of four. For r → 0 it vanishes, as it must.

The largest radius allowed by the width is r = w/2 = 6 nm. The flat part of the bottom has then shrunk to a point and the bottom is a semicircle. The increase is 5.67 percent. Beyond this radius the two quarter circles would overlap, and the formula no longer describes a line of this width.

The quadratic growth makes the answer sensitive to the radius. Since f is proportional to r², df/dr = 2f/r, and differentiating f/(1 − f) gives

d(ΔR/R_sharp)/dr = (2f/r)/(1 − f)².

At r = 4 nm this is (2 × 0.02384/4 nm)/0.9762² = 0.0125 per nm. An error of 0.5 nm in the radius therefore moves the increase by about 0.6 percentage points, so both decimals of 2.44 percent belong to the stated geometry and not to a profile measured with such an error.

One can also ask how much narrower a sharp rectangle of the same height would have to be to lose the same area. The answer is c/h = 6.867/24 = 0.286 nm. At fixed resistivity, rounding both corners by 4 nm costs as much conductance as a uniform width loss of about 0.3 nm. With the wall scattering of part (c) the equivalent loss is about 0.23 nm, because narrowing the line also raises its resistivity.

**Solution to (b)**

For the sharp line,

R_sharp = (100 × 10⁻⁹ Ω m)(10⁻⁶ m)/(288 × 10⁻¹⁸ m²) = 347.2 Ω.

For the rounded line the area is 281.133 × 10⁻¹⁸ m², and

R_round = 355.7 Ω.

The difference is 8.5 Ω. It scales with ρ and L, while the percentage does not depend on either.

**Solution to (c): letting the walls scatter electrons**

In a line this narrow, part of the resistivity comes from the walls, so changing the shape can change ρ. A simple kinetic model estimates the effect. Let the electrons have a spherical Fermi surface and a bulk mean free path λ, and let each wall collision be fully diffuse, so that it erases the drift gained from the field. The bulk conductivity σ₀ and λ are held fixed while the shape changes.

Consider electrons passing a point in a direction that makes an angle θ with the line axis. Followed backwards, their path meets a wall after a distance s. The probability of having travelled a distance q without a bulk collision is exp(−q/λ), so the mean distance since the last event that erased the drift is

∫₀^s exp(−q/λ) dq = λ[1 − exp(−s/λ)].

In the bulk it would be λ. The drift gained is proportional to this distance. The contribution to the current carries one factor cos θ from the work done by the field and another from the velocity along the line. The local conductivity σ is therefore

σ/σ₀ = (3/4π) ∫ cos²θ [1 − exp(−s/λ)] dΩ.

The factor 3/4π makes the ratio one when s is infinite, because the integral of cos²θ over all directions is 4π/3.

Integrating σ/σ₀ over the section gives an effective area A_eff, and the conductance is σ₀A_eff/L. To do the integral, project the path onto the section. The projected distance back to the wall is d = s sin θ. For a given direction φ in the section, divide the section into parallel chords of length ℓ, labelled by their offset b. Along each chord d runs from 0 to ℓ, and

∫₀^ℓ exp[−d/(λ sin θ)] dd = λ sin θ {1 − exp[−ℓ/(λ sin θ)]}.

With dΩ = sin θ dθ dφ this leads to

A_eff = A − (3λ/4π) ∫dφ ∫db ∫dθ sin²θ cos²θ {1 − exp[−ℓ/(λ sin θ)]},

where φ runs over a full turn and θ from 0 to π.

The integral was evaluated numerically for two values of λ. The resistivity relative to bulk is A/A_eff:

λ = 10 nm: sharp 1.565, rounded 1.565; resistance increase 2.50 percent.

λ = 40 nm: sharp 3.362, rounded 3.376; resistance increase 2.88 percent.

For λ = 40 nm the increase is the product of two ratios. The area contributes 1.02443 and the resistivity 3.376/3.362 = 1.0042, which together give 1.029. For λ = 10 nm the departure from 2.44 percent is only 0.06 percentage points. On finer grids the value settles at 2.502 percent, so this small difference belongs to the model and is not a numerical error.

The perimeter might suggest the opposite trend. Rounding lowers the ratio of perimeter to area from 0.2500 to 0.2439 per nm, and fewer walls per unit area seem to mean less scattering. That argument belongs to the limit in which nearly all chords are much longer than λ. The exponential can then be dropped. The integral over θ is π/8. Each line through the convex section crosses its boundary twice, so ∫db is half the projected length of the boundary. Integrated over φ, a boundary element of length dp contributes half of 4 dp, and the total is 2P, where P is the perimeter. The result is

A_eff ≈ A − (3/16)λP.

For the sharp line at λ = 10 nm this gives 288 − 135 = 153 nm², whereas the full integral gives 288/1.565 = 184 nm². The short-path formula is outside its range when λ is comparable with the width. Its trend survives only for shorter paths. In the full integral the increase lies below the geometric 2.44 percent for λ under about 8 nm (2.33 percent at 2 nm, 2.39 percent at 6 nm), and above it for longer paths.

Two effects compete in the full model. A sharp corner conducts poorly: at its vertex three quarters of the directions in the section arrive straight from a wall, so the local conductivity is at most σ₀/4. Removing such metal costs less than its share of the area. But the new wall also shortens the paths of electrons elsewhere, which costs extra. Measured in effective area, the saving and the extra cost are 0.69 and 1.05 nm² at λ = 40 nm, 1.65 and 1.75 nm² at 10 nm, and 1.96 and 1.79 nm² at 5 nm. The second effect is the larger for the longer paths, the first for the shortest of the three.

**The model beside a real line**

The dimensions and the resistivity of 100 nΩ m are rough values for the narrowest lines in the lowest wiring levels of a logic chip. This resistivity is several times that of a good bulk conductor, and it stands for all scattering together; it was not derived from the kinetic model above. Mean free paths of 10 and 40 nm are close to the values usually quoted for cobalt and copper at room temperature; other metals can lie outside this range. The answer to (a) assumes a resistivity independent of shape, which wall scattering does not respect. Within the diffuse-wall model, dropping it moves the increase from 2.4 to between 2.5 and 2.9 percent for the two mean free paths; for mean free paths below about 8 nm it lowers the increase slightly instead. Grain boundaries also scatter electrons, but their effect depends on the grain structure, which the problem does not specify, and it is not estimated here.

Temperature matters when two lines are compared in a measurement. If both have the same temperature and the same temperature coefficient, it cancels in the ratio. With an assumed coefficient of 0.003 per K, however, a temperature difference of about 0.024/0.003 = 8 K between the lines would imitate the whole effect of the rounding. Scattering at walls and grain boundaries raises the resistivity but depends much less on temperature than scattering by lattice vibrations, so the coefficient of a narrow line can be well below that of the bulk metal. The temperature difference needed is then larger in inverse proportion.

**Variation 1: a liner inside the trench**

Suppose that 12 nm by 24 nm are the dimensions of the trench, and that a liner 2 nm thick covers its bottom and sides before the metal is filled in. Treat the liner as non-conducting and the metal resistivity as unchanged. What does the rounding of the trench now cost, relative to a sharp trench with the same liner?

The liner takes 2 nm from each side and 2 nm from the bottom, so the metal core is 12 − 4 = 8 nm wide and 24 − 2 = 22 nm high. A curve at constant distance inside an arc is an arc about the same centre, and the core radius is 4 − 2 = 2 nm. The earlier formula applies with these values:

c = 0.4292 × 4 nm² = 1.717 nm²,

A_round = 8 × 22 − 1.717 = 174.283 nm²,

ΔR/R_sharp = 1.717/174.283 = 0.985 percent.

The core is smaller, which by itself would raise the percentage, but the lost area has fallen by a factor of four because the radius has halved. If the liner were as thick as the trench radius, the core would have sharp corners and the rounding would cost nothing. The liner itself costs far more than the rounding: at the same resistivity, the sharp lined trench has 288/176 = 1.64 times the resistance of the sharp unlined one.

**Variation 2: a width that varies along the line**

Return to the sharp line without a liner, and hold the resistivity fixed. Let its width vary as w(z) = w + b₀ sin(kz), with an rms variation of 0.5 nm about the mean of 12 nm. The period is long compared with the width and height, and the line contains a whole number of periods. By how much does the resistance exceed that of a uniform line of the same mean width?

Because the variation is slow, each short piece acts as a uniform line, and the pieces are in series. Their resistances add, so the quantity to average is 1/w(z). With ε = b₀/w,

R/R_uniform = ⟨1/(1 + ε sin kz)⟩ = 1 − ε⟨sin kz⟩ + ε²⟨sin²kz⟩ − …

The mean of the sine is zero and the mean of its square is 1/2. The rms variation is b₀/√2, so ε²/2 is the square of the rms variation divided by the mean width:

ΔR/R_uniform ≈ (0.5/12)² = 0.174 percent.

The cubic term averages to zero, and the next one, 3ε⁴/8, is below 0.001 percent. The resistance rises although the mean area is unchanged, because narrow pieces add more resistance than wide pieces save. For these numbers and fixed resistivity the effect is about fourteen times smaller than that of the rounded corners. In the diffuse-wall model of part (c) narrow pieces also have a higher resistivity. The increase is then 0.26 percent for λ = 10 nm and 0.32 percent for λ = 40 nm, about nine times smaller than that of the rounding in the same model. A rapid variation would bend the current lines and needs a solution of Laplace's equation in the actual shape.

The main values used in this sheet are collected in the numerical output that follows.

Calculated quantities

```
width, height, radius: 12, 24, 4 nm
resistivity: 100 nohm m
length: 1 um
area removed per corner: 3.4336 nm^2
area removed in total: 6.8673 nm^2
sharp area: 288.000 nm^2
rounded area: 281.133 nm^2
fractional area loss: 2.384 %
resistance ratio: 1.02443
resistance increase: 2.443 %
increase from resistor network: 2.355 %
sharp resistance: 347.22 ohm
rounded resistance: 355.70 ohm
resistance difference: 8.48 ohm
equivalent width loss: 0.286 nm
increase at radius 1 nm: 0.149 %
increase at radius 2 nm: 0.600 %
increase at radius 6 nm: 5.669 %
sharp perimeter: 72.000 nm
rounded perimeter: 68.566 nm
sharp perimeter/area: 0.25000 1/nm
rounded perimeter/area: 0.24389 1/nm
diffuse walls, mean free path 10 nm:
  resistivity/bulk, sharp: 1.565
  resistivity/bulk, rounded: 1.565
  resistance increase by rounding: 2.50 %
diffuse walls, mean free path 40 nm:
  resistivity/bulk, sharp: 3.362
  resistivity/bulk, rounded: 3.376
  resistance increase by rounding: 2.88 %
liner thickness: 2 nm
core width, height, radius: 8, 22, 2 nm
rounded core area: 174.283 nm^2
increase by rounding with liner: 0.985 %
rms width variation: 0.5 nm
increase by width variation alone: 0.174 %
temperature coefficient: 0.003 1/K
temperature rise of equal effect: 8.1 K
```
